# Mean first-passage time of an oxidant across a lattice film

## The question

An oxidant dissolved in a thin barrier film moves by thermally activated hops between equally spaced lattice planes $n=0,1,\dots,N$, with spacing $a$. From each interior plane, $1\le n\le N-1$, it hops to the left with rate $k$ and to the right with the same rate $k$, so that it leaves the plane with total rate $2k$. Hops are memoryless. When the oxidant first reaches plane $N$, the interface with the material to be protected, it is consumed and the walk ends. Plane 0 is the outer face of the film, and the oxidant cannot leave through it: the only hop from plane 0 leads to plane 1, with rate $k_0$.

Two choices of $k_0$ are of interest, since the word "reflecting" covers both:

- **Blocked rule**, $k_0=k$: the hop to the left is forbidden and the hop to the right keeps its ordinary rate.
- **Mirror rule**, $k_0=2k$: each hop that would have gone to the left is turned into a hop to the right.

There is one oxidant in the film, with no electric field, no trapping and no reaction before plane $N$. The clock starts when the oxidant is on its starting plane. Let $T_n$ be the mean time to reach plane $N$ for the first time from plane $n$.

## Part (a)

*Show that $T_n$ is finite, and derive the equations that determine it.*

**Answer.** Choose any fixed time $\tau>0$. From plane $n<N$ the oxidant can make $N-n$ successive hops to the right within $\tau$, and this has a positive probability. Let $p$ be the smallest of these $N$ probabilities. Whatever the position at the start of an interval $\tau$, the chance of surviving that interval is at most $1-p$. Because the hops are memoryless, the survival probability obeys $S(t)\le(1-p)^j$ for $t\ge j\tau$. The mean of a positive random time is the integral of its survival probability, so

$$T_n=\int_0^\infty S(t)\,dt\le\tau\sum_{j=0}^\infty(1-p)^j=\frac{\tau}{p}<\infty .$$

The same exponential bound makes the mean square time finite, which is needed in part (d).

Now divide the walk at its first hop. On an interior plane the mean wait is $1/(2k)$, and the hop then goes to either neighbour with probability $1/2$:

$$T_n=\frac1{2k}+\frac12T_{n+1}+\frac12T_{n-1}.$$

Multiplying by $2k$ and collecting the times on one side gives

$$k\,(T_{n+1}-2T_n+T_{n-1})=-1,\qquad 1\le n\le N-1. \tag{1}$$

On plane 0 the mean wait is $1/k_0$ and the next plane is certain, so $T_0=1/k_0+T_1$. On plane $N$ the walk is over. The end conditions are therefore

$$k_0(T_1-T_0)=-1,\qquad T_N=0. \tag{2}$$

## Part (b)

*Solve for $T_n$ with general $k_0$. Give the result for both rules, and find the mean time to cross all $N$ spacings.*

**Answer.** Define $d_n=T_n-T_{n+1}$, the mean time needed to gain one plane from plane $n$. Since $T_{n+1}-2T_n+T_{n-1}=d_{n-1}-d_n$, equations (1) and (2) become

$$d_n=d_{n-1}+\frac1k,\qquad d_0=\frac1{k_0},$$

and hence $d_n=1/k_0+n/k$. Each further plane costs more time than the one before, because a walker that steps back has more planes on which to wander.

As $T_N=0$, the sum of the differences from $n$ to $N-1$ is $T_n$ itself:

$$T_n=\sum_{m=n}^{N-1}\left(\frac1{k_0}+\frac mk\right)=\frac{N-n}{k_0}+\frac{N(N-1)-n(n-1)}{2k}. \tag{3}$$

Here $\sum_{m=n}^{N-1}m$ was found by subtracting $\sum_{m=0}^{n-1}m=n(n-1)/2$ from $\sum_{m=0}^{N-1}m=N(N-1)/2$.

For the blocked rule, $k_0=k$, the numerator over $2k$ is $2N-2n+N^2-N-n^2+n$, so

$$T_n=\frac{N(N+1)-n(n+1)}{2k},\qquad \boxed{T_0=\frac{N(N+1)}{2k}}. \tag{4}$$

For the mirror rule, $k_0=2k$, the numerator is $N-n+N^2-N-n^2+n$, so

$$T_n=\frac{N^2-n^2}{2k},\qquad \boxed{T_0=\frac{N^2}{2k}}. \tag{5}$$

For $N=1$ equation (3) gives $T_0=1/k_0$, a single wait, as it must. For $k_0\to0$ the time diverges as $N/k_0$, since the oxidant can hardly leave the outer plane. The rate $k$ is the rate per direction. If the total interior rate $\Gamma=2k$ is quoted instead, the blocked result reads $N(N+1)/\Gamma$.

## Part (c)

*For a start on plane 0, find the mean total time spent on each plane and the mean number of hops. Use them to explain why the two rules differ.*

**Answer.** Let $\tau_m$ be the mean total time on plane $m$, summed over all visits. If $p_m(t)$ is the probability of being there at time $t$, then $\tau_m=\int_0^\infty p_m\,dt$. A hop with rate $r$ from plane $m$ occurs in $dt$ with probability $r\,p_m\,dt$, so the mean number of such hops is $r\tau_m$.

The walk begins to the left of every bond between neighbouring planes and ends to the right of it. Each bond is therefore crossed to the right once more than to the left:

$$k_0\tau_0-k\tau_1=1,\qquad k\tau_m-k\tau_{m+1}=1\quad(1\le m\le N-2),\qquad k\tau_{N-1}=1.$$

The last equation has no return term because plane $N$ absorbs. Working back from it gives $k\tau_m=N-m$, and then $k_0\tau_0=1+(N-1)=N$. Thus

$$\tau_0=\frac N{k_0},\qquad \tau_m=\frac{N-m}{k}\quad(1\le m\le N-1). \tag{6}$$

The sum is $N/k_0+N(N-1)/(2k)$, in agreement with (3) at $n=0$.

The number of hops is the sum of each stay times the total exit rate of its plane:

$$k_0\frac N{k_0}+\sum_{m=1}^{N-1}2k\,\frac{N-m}k=N+N(N-1)=N^2. \tag{7}$$

This does not depend on $k_0$, because the sequence of planes visited is governed by the same probabilities under both rules. What changes is the wait on plane 0, which is visited $N$ times on average. Each wait lasts $1/k$ under the blocked rule and $1/(2k)$ under the mirror rule. The crossing times therefore differ by $N/(2k)$, and all of this difference arises on plane 0.

A simulation may also keep the forbidden left hop as an attempt that is rejected. Such attempts occur at rate $k$ during the stay $N/k$, so there are $N$ of them on average. The total number of attempts is $N^2+N$, each preceded by a mean wait $1/(2k)$, and the time is again $N(N+1)/(2k)$. The clock must advance at rejected attempts; if it does not, the mirror result is obtained.

## Part (d)

*For the blocked rule and a start on plane 0, find the variance of the crossing time. How many independent walks give the mean with relative standard error $\varepsilon$?*

**Answer.** Let $M_n$ be the mean square first-passage time from plane $n$. Write the time as $w+t'$, where $w$ is the first wait and $t'$ the time remaining after the first hop. They are independent, so the mean square is $\langle w^2\rangle+2\langle w\rangle\langle t'\rangle+\langle t'^2\rangle$. An exponential wait with rate $r$ has $\langle w\rangle=1/r$ and $\langle w^2\rangle=2/r^2$.

On an interior plane $r=2k$, and the first-step equation gives $\langle t'\rangle=T_n-1/(2k)$. Hence

$$M_n=\frac1{2k^2}+\frac1k\left(T_n-\frac1{2k}\right)+\frac{M_{n+1}+M_{n-1}}2=\frac{T_n}k+\frac{M_{n+1}+M_{n-1}}2 .$$

On plane 0, $r=k$ and $\langle t'\rangle=T_0-1/k$, so

$$M_0=\frac2{k^2}+\frac2k\left(T_0-\frac1k\right)+M_1=\frac{2T_0}k+M_1 .$$

With $e_n=M_n-M_{n+1}$ these equations read $e_0=2T_0/k$ and $e_n=e_{n-1}+2T_n/k$. Therefore $e_n=(2/k)\sum_{m=0}^nT_m$. Since $M_N=0$, summing $e_n$ over $n=0,\dots,N-1$ gives $M_0$. In this double sum $T_m$ occurs once for each $n$ from $m$ to $N-1$, which is $N-m$ times:

$$M_0=\frac2k\sum_{m=0}^{N-1}(N-m)T_m=\frac1{k^2}\sum_{m=0}^{N-1}(N-m)\left[N(N+1)-m(m+1)\right].$$

The first part uses $\sum(N-m)=N(N+1)/2$. For the second, expand $(N-m)(m^2+m)=(N-1)m^2+Nm-m^3$ and insert the standard sums up to $N-1$, namely $\sum m=N(N-1)/2$, $\sum m^2=N(N-1)(2N-1)/6$ and $\sum m^3=N^2(N-1)^2/4$:

$$\begin{aligned}\sum_{m=0}^{N-1}(N-m)m(m+1)&=N(N-1)\left[\frac{(N-1)(2N-1)}6+\frac N2-\frac{N(N-1)}4\right]\\&=\frac{N(N-1)(N^2+3N+2)}{12}=\frac{(N-1)N(N+1)(N+2)}{12}.\end{aligned}$$

Consequently

$$M_0=\frac{N(N+1)}{12k^2}\left[6N(N+1)-(N-1)(N+2)\right]=\frac{N(N+1)(5N^2+5N+2)}{12k^2}.$$

Subtracting $T_0^2=N(N+1)\cdot3N(N+1)/(12k^2)$ leaves

$$\sigma^2=\frac{N(N+1)(N^2+N+1)}{6k^2},\qquad \frac{\sigma^2}{T_0^2}=\frac23\left[1+\frac1{N(N+1)}\right]. \tag{8}$$

For $N=1$ the relative spread $\sigma/T_0$ is 1, as for any exponential time. For large $N$ it falls to $\sqrt{2/3}\approx0.816$ and no further. A thicker film does not make the crossing time sharp: the spread grows in proportion to the mean.

The mean of $W$ independent walks has standard error $\sigma/\sqrt W$. Setting this equal to $\varepsilon T_0$ gives $W=(\sigma/T_0)^2/\varepsilon^2$.

## Part (e)

*Relate $k$ to the diffusion coefficient $D$. Find the continuum limit of $T_n$ at fixed thickness $L=Na$ and position $x=na$, and discuss the role of $k_0$.*

**Answer.** Far from the ends, a hop changes $x^2$ by $(x\pm a)^2-x^2=\pm2ax+a^2$. Both directions have rate $k$, so the linear terms cancel and $d\langle x^2\rangle/dt=2ka^2$. In one dimension diffusion gives $d\langle x^2\rangle/dt=2D$, hence $D=ka^2$.

Putting $k=D/a^2$, $N=L/a$ and $n=x/a$ into (4) gives, for the blocked rule,

$$T(x)=\frac{L^2-x^2+a(L-x)}{2D}\;\longrightarrow\;\frac{L^2-x^2}{2D}\quad(a\to0). \tag{9}$$

At $x=0$ the lattice result is $(L^2/2D)(1+1/N)$. The mirror result (5) equals $(L^2-x^2)/(2D)$ at every $N$. The limit satisfies $D\,T''=-1$ with $T(L)=0$ and $T'(0)=0$, the usual statement of an absorbing and a reflecting wall.

The correction has a geometric reading. Adding and subtracting $1/4$ in (4) gives

$$T_n=\frac{(N+\tfrac12)^2-(n+\tfrac12)^2}{2k}.$$

This is the continuum formula with the reflecting wall half a spacing outside plane 0, in the middle of the forbidden bond. Under the mirror rule the wall lies on plane 0 itself.

Both rules have the same limit because $k_0$ grows with $k$ as $1/a^2$. A second limit arises if leaving the outer plane is so slow that $v=k_0a$ stays fixed as $a\to0$. Then $N/k_0=L/v$ survives, and (3) gives

$$T_0\to\frac Lv+\frac{L^2}{2D}.$$

The two terms are equal at $L=2D/v$. Well below this thickness the slow outer plane dominates and the time grows almost linearly with $L$; well above it the quadratic law takes over.

## Part (f)

*Take $N=12$, $a=0.3$ nm, an attempt frequency of $10^{13}\ \mathrm{s^{-1}}$ in each direction, a barrier of 0.9 eV and a temperature of 700 K. These are model parameters and describe no particular material. Evaluate the results and comment on them.*

**Answer.** The thermal energy is $k_BT=0.06032$ eV, so the activated rate is

$$k=10^{13}\,e^{-0.9/0.06032}\ \mathrm{s^{-1}}=3.31\times10^6\ \mathrm{s^{-1}},$$

or $3.3135$ hops per microsecond in each direction. The diffusion coefficient is $D=3.3135\times0.3^2=0.298\ \mathrm{nm^2/\mu s}$, which is $2.98\times10^{-9}\ \mathrm{cm^2/s}$. The crossing times of the 3.6 nm film are

$$T_0^{\rm blocked}=\frac{12\times13}{2\times3.3135}=23.5\ \mathrm{\mu s},\qquad T_0^{\rm mirror}=\frac{12^2}{2\times3.3135}=21.7\ \mathrm{\mu s}.$$

The blocked time is $2.35\times10^{-5}$ s. It exceeds the continuum value $L^2/(2D)=21.7\ \mathrm{\mu s}$ by $1/12$, or 8.3 per cent of that value. The difference of $1.81\ \mathrm{\mu s}$ is the change in the stay on plane 0, from 3.62 to $1.81\ \mathrm{\mu s}$.

This effect of the boundary rule is small beside that of the barrier. Raising the barrier by one thermal energy, 0.060 eV, multiplies every time by $e\approx2.7$.

The starting plane matters less than its distance from the exit might suggest. Under the blocked rule,

$$T_6=\frac{156-42}{2k}=17.2\ \mathrm{\mu s},\qquad T_{11}=\frac{156-132}{2k}=3.62\ \mathrm{\mu s}.$$

An oxidant that starts halfway still needs 73 per cent of the full crossing time. One that starts a single hop from the exit needs 24 times the mean interior wait of $0.151\ \mathrm{\mu s}$. Half of these oxidants leave at the first hop, but the other half step back and may wander through the whole film.

The value $T_3=21.7\ \mathrm{\mu s}$ equals the mirror time from plane 0. This is an accident of $N=12$: the two agree when $n(n+1)=N$, and $3\times4=12$.

The standard deviation is $\sigma=\sqrt{12\times13\times157/6}\,/k=19.3\ \mathrm{\mu s}$, which is 0.819 of the mean. A relative standard error of one per cent therefore needs $0.819^2/0.01^2\approx6700$ walks.

## Part (g)

*A kinetic Monte Carlo run of 40000 walks with the blocked rule and the parameters of part (f) gave a mean time of $23.43\pm0.10\ \mathrm{\mu s}$, a mean hop count of $143.2\pm0.6$ and a mean stay on plane 0 of $3.614\pm0.018\ \mathrm{\mu s}$, where the uncertainties are standard errors. Is this consistent with the theory, and can the run distinguish the two boundary rules?*

**Answer.** The predictions are $23.54\ \mathrm{\mu s}$, $N^2=144$ and $N/k=3.622\ \mathrm{\mu s}$. With the unrounded means and errors, the simulated values are low by about 1.2, 1.3 and 0.4 standard errors, so all three are consistent with the theory. That all three are low is not threefold evidence of a fault, because they come from the same walks: a sample with fewer hops also tends to have shorter times and a shorter stay on plane 0.

The quoted error of the mean time is itself as expected, since $19.28/\sqrt{40000}=0.096\ \mathrm{\mu s}$. The simulated standard deviation, $19.20\ \mathrm{\mu s}$, is within half a per cent of (8).

The mirror prediction, $21.73\ \mathrm{\mu s}$, lies about 18 standard errors below the simulated mean and is excluded. The hop count could not have decided the matter, because by (7) it is the same for both rules.

A check free of sampling noise is to integrate the survival probability obtained from the time-dependent master equation. As the numerical output shows, this gives a mean of $23.540\ \mathrm{\mu s}$ and a standard deviation of $19.282\ \mathrm{\mu s}$, equal to the formulas at the digits printed.

## Part (h)

*Suppose that the oxidant leaves each interior plane $m$ with its own rate $k_m$ in each direction. Which interior plane, if it alone is slow, delays the first passage from plane 0 most? State when the results of this question cease to apply.*

**Answer.** The crossing argument of part (c) still holds, with $k_m\tau_m$ in place of $k\tau_m$. The bond equations become $k_m\tau_m-k_{m+1}\tau_{m+1}=1$ and $k_{N-1}\tau_{N-1}=1$, so that

$$T_0=\frac N{k_0}+\sum_{m=1}^{N-1}\frac{N-m}{k_m}. \tag{10}$$

If one interior plane is slowed from $k$ to $k'$, the delay is $(N-m)(1/k'-1/k)$. It is largest for $m=1$, next to the outer face, and smallest for $m=N-1$, next to the interface. Among the interior planes, the oxidant returns more often to those near the reflecting side and pays the longer wait at each visit. Equation (10) assumes equal rates to the left and right from each plane, so a slow plane here is a deeper well. A raised barrier is a different case and reverses the ranking. Suppose that, under the blocked rule, both rates across the bond between planes $j$ and $j+1$ are lowered from $k$ to $k'$. The first-step equations then give $d_j=(j+1)/k'$ and leave the other $d_n$ unchanged, so the delay is $(j+1)(1/k'-1/k)$, which is largest for the bond next to the interface. If both rates of the slow plane are reduced by the same factor, a uniform bias leaves the ranking unchanged, but a bias that varies through the film can alter it.

The other assumptions limit the results as follows.

- If the oxidant is charged, an electric field makes the left and right rates from a plane unequal. Equation (1) then acquires a drift term, and the quadratic growth with $N$ need not survive. A gradient in solution energy has the same effect if it shifts the barrier tops as well. If the barrier tops stay level, the two rates from each plane remain equal but change from plane to plane, and (10) applies.
- If the oxidant can be lost permanently inside the film, some walks never reach plane $N$. The unconditional mean time is then infinite, and one must ask for the arrival probability and the mean time of those that arrive.
- If the oxidant can escape through the outer face, that face is not reflecting and (2) fails at plane 0.
- At high concentration oxidants block one another's hops. The mean first-passage time of a given oxidant then depends on where the others are, and (1) no longer holds.

Finally, $T_0$ is a transit time for one oxidant already in the film. It does not give the rate at which the protected material oxidizes. In a steady state without losses, that rate equals the number of oxidants entering per unit time, which this model does not contain.

## Computed values

```
number of spacings N = 12
spacing a = 0.3 nm
film thickness L = 3.6 nm
attempt frequency per direction = 1.0e+13 1/s
barrier = 0.9 eV
temperature = 700 K
thermal energy = 0.06032 eV
hop rate per direction k = 3.3135 1/us
hop rate per direction k = 3.3135e+06 1/s
mean wait on an interior plane = 0.1509 us
mean wait on plane 0, blocked = 0.3018 us
diffusion coefficient D = 0.2982 nm^2/us
diffusion coefficient D = 2.9821e-09 cm^2/s
T_0 blocked rule = 23.540 us
T_0 blocked rule = 2.3540e-05 s
T_0 mirror rule = 21.729 us
difference of the two rules = 1.811 us
continuum L^2/(2D) = 21.729 us
blocked / continuum = 1.08333
T_3 blocked rule = 21.729 us
T_6 blocked rule = 17.202 us
T_9 blocked rule = 9.959 us
T_11 blocked rule = 3.622 us
stay on plane 0, blocked = 3.622 us
stay on plane 0, mirror = 1.811 us
stay on plane 6, either rule = 1.811 us
mean number of hops N^2 = 144
standard deviation of crossing time = 19.282 us
relative spread = 0.8191
large-N relative spread = 0.8165
walks for 1 per cent standard error = 6710
mean from survival integral = 23.540 us
std from survival integral = 19.282 us
simulated walks = 40000
simulated mean time = 23.426 us
its standard error = 0.096 us
simulated standard deviation = 19.197 us
simulated stay on plane 0 = 3.614 us
its standard error = 0.018 us
simulated mean number of hops = 143.23
its standard error = 0.58
```
